# How a 60 Degree Contact Angle Lowers the Classical Nucleation Barrier

## Problem

A small liquid island forms on a flat substrate from a supersaturated reservoir of atoms. Its edge meets the substrate at a contact angle of $60^\circ$, measured through the island.

(a) Show that the classical nucleation barrier is 15.6 percent of the barrier for a free spherical droplet of the same material, at the same temperature and supersaturation.

(b) Find both barriers for a gallium-like liquid at 773 K with surface energy $0.70\ \mathrm{J/m^2}$, atomic volume $0.020\ \mathrm{nm^3}$ and supersaturation 40. Judge whether the continuum picture can be trusted there.

The substrate is rigid, uniform and inert. The surface energies don't depend on direction or curvature, and the contact line carries no energy of its own. Gravity is neglected.

## Hints

1. Write the free energy of a sphere as a surface cost minus a volume gain, and find its maximum.
2. The island covers substrate that was previously bare. What energy is recovered there?
3. Describe the cap by its height and its squared base radius. Both are free to vary, so the critical nucleus must be stationary in both.
4. Compare the surface term and the volume term of the cap with those of a sphere of the same radius.

## Full solution

### The free droplet

Let $\gamma$ be the island–vapour surface energy per area, and let $g>0$ be the free energy gained per volume when atoms leave the reservoir and join the bulk liquid. The reservoir is large enough for $g$ to stay fixed while the nucleus forms. A sphere of radius $r$ then costs

$$G_{\rm hom}(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .$$

The surface term dominates at small $r$ and the volume term at large $r$, so there is a maximum between them:

$$\frac{dG_{\rm hom}}{dr}=8\pi r\gamma-4\pi r^2g=0
\quad\Rightarrow\quad r^*=\frac{2\gamma}{g}.$$

Inserting $r^*$ gives the barrier,

$$W_{\rm hom}=\frac{16\pi\gamma^3}{g^2}-\frac{32\pi\gamma^3}{3g^2}
=\frac{16\pi\gamma^3}{3g^2}.$$

A droplet smaller than $r^*$ lowers its free energy by shrinking, and a larger one by growing.

### Geometry of the cap

Cut a sphere of radius $r$ by a plane so that the surface meets the plane at angle $\theta$ inside the cap. Write $c=\cos\theta$. The height is $h=r(1-c)$ and the base radius is $a=r\sin\theta$.

Let $t$ be the polar angle from the top of the sphere. A slice at $t$ has radius $r\sin t$ and thickness $r\sin t\,dt$. With $u=\cos t$,

$$V=\pi r^3\int_0^\theta\sin^3t\,dt
=\pi r^3\int_c^1(1-u^2)\,du
=\frac{\pi r^3}{3}(2-3c+c^3).$$

Since $(1-c)^2(2+c)=2-3c+c^3$,

$$V=\frac{\pi r^3}{3}(1-c)^2(2+c).$$

The curved area and the base area are

$$A=2\pi r^2\int_0^\theta\sin t\,dt=2\pi r^2(1-c),\qquad
B=\pi r^2\sin^2\theta=\pi r^2(1-c^2).$$

### The substrate term

Let $\sigma_{sv}$ and $\sigma_{sf}$ be the substrate–vapour and substrate–island energies per area. The island creates an area $B$ of the second interface and removes an equal area of the first. The change is $(\sigma_{sf}-\sigma_{sv})B=-wB$, where $w=\sigma_{sv}-\sigma_{sf}$. Therefore

$$G=\gamma A-wB-gV .$$

A positive $w$ means that covering the substrate releases energy.

### Young's equation from the critical nucleus

Young's equation, $\gamma\cos\theta=w$, follows from this same free energy. Let $x=a^2$. The circle relation $r^2=x+(r-h)^2$ gives $x+h^2=2rh$. Hence

$$A=2\pi rh=\pi(x+h^2),\qquad B=\pi x .$$

For the volume, use $r(1-c)=h$ and $r(2+c)=3r-h$:

$$V=\frac{\pi h^2}{3}(3r-h)
=\frac{\pi h^2}{3}\,\frac{3x+3h^2-2h^2}{2h}
=\frac{\pi h}{6}(3x+h^2).$$

The free energy becomes

$$G(x,h)=\pi\gamma(x+h^2)-\pi wx-\frac{\pi gh}{6}(3x+h^2).$$

Both first derivatives must vanish at the critical nucleus:

$$\frac{\partial G}{\partial x}=\pi(\gamma-w)-\frac{\pi gh}{2}=0
\quad\Rightarrow\quad h=\frac{2(\gamma-w)}{g},$$

$$\frac{\partial G}{\partial h}=2\pi\gamma h-\frac{\pi g}{2}(x+h^2)=0
\quad\Rightarrow\quad \frac{x+h^2}{2h}=\frac{2\gamma}{g}.$$

The left side of the last equation is $r$, so the cap has the same critical radius of curvature as the free droplet. Dividing $h$ by $r$ gives

$$1-c=\frac hr=\frac{\gamma-w}{\gamma}
\quad\Rightarrow\quad \gamma\cos\theta=w=\sigma_{sv}-\sigma_{sf}.$$

This requires $-\gamma<w<\gamma$; outside that range there is no partially wetting cap.

The second derivatives show what kind of stationary point this is. Because $\partial^2G/\partial x^2=0$ and $\partial^2G/\partial x\,\partial h=-\pi g/2$, the determinant of second derivatives is $-(\pi g/2)^2<0$. The point is a saddle, or mountain pass.

To see which direction crosses the pass, hold the volume fixed. Then $x=2V/(\pi h)-h^2/3$, and the surface part of the energy is $F=\pi(\gamma-w)x+\pi\gamma h^2$. Its second derivative is

$$\frac{d^2F}{dh^2}=\pi\left[2\gamma-\frac23(\gamma-w)+(\gamma-w)\frac{4V}{\pi h^3}\right].$$

Partial wetting means $0<\gamma-w<2\gamma$. The first two terms therefore have a positive sum, and the third is positive too. So $F$ has a single minimum in shape. A stationary point of $G$ is also stationary along the path of fixed volume, so at the critical volume this minimum is the cap with Young's angle. Changing the shape at fixed size costs energy, while changing the size carries the nucleus over the barrier.

### The barrier ratio

Now keep $\theta$ at Young's value and let $r$ vary. Put $w=\gamma c$ into the surface terms:

$$\gamma A-wB=\pi r^2\gamma\left[2(1-c)-c(1-c^2)\right].$$

Take out one factor $(1-c)$, using $1-c^2=(1-c)(1+c)$:

$$2(1-c)-c(1-c^2)=(1-c)(2-c-c^2)=(1-c)^2(2+c),$$

where the last step uses $2-c-c^2=(1-c)(2+c)$. Define

$$f(\theta)=\frac{(1-c)^2(2+c)}{4}.$$

The surface terms equal $4\pi r^2\gamma f$, and the volume is $V=(4\pi r^3/3)f$. Both parts of the free energy carry the same factor:

$$G_{\rm cap}(r)=f(\theta)\left[4\pi r^2\gamma-\frac{4\pi}{3}r^3g\right]
=f(\theta)\,G_{\rm hom}(r).$$

Multiplication by a positive constant leaves the position of the maximum unchanged and scales its height, so $W_{\rm cap}=f(\theta)W_{\rm hom}$. At $60^\circ$, $c=1/2$ and

$$\frac{W_{\rm cap}}{W_{\rm hom}}
=\frac{(1/2)^2(5/2)}{4}=\frac{5}{32}=0.15625 .$$

This is 15.6 percent, as required in part (a). The saving does not come from a smaller radius of curvature. The substrate lets a nucleus of the same curvature contain fewer atoms, and the atom number falls by the same factor $f$.

### Numbers for the gallium-like droplet

Electronvolts and nanometres suit this problem. The surface energy is $\gamma=4.369\ \mathrm{eV/nm^2}$, so a $60^\circ$ angle needs $w=\gamma/2=2.185\ \mathrm{eV/nm^2}$.

Take the supersaturation $S$ as the ratio of the atom density in a dilute reservoir to its value in equilibrium with bulk liquid. The free energy gained per atom is then

$$\Delta\mu=k_BT\ln S=0.0666\ln 40\ \mathrm{eV}=0.2457\ \mathrm{eV}.$$

Dividing by the atomic volume gives $g=0.2457/0.020=12.29\ \mathrm{eV/nm^3}$. The critical radius is

$$r^*=\frac{2(4.369)}{12.29}\ \mathrm{nm}=0.711\ \mathrm{nm},$$

and the barriers are

$$W_{\rm hom}=\frac{16\pi(4.369)^3}{3(12.29)^2}\ \mathrm{eV}=9.26\ \mathrm{eV},
\qquad W_{\rm cap}=\frac{5}{32}W_{\rm hom}=1.45\ \mathrm{eV}.$$

In thermal units these are $139\,k_BT$ and $21.7\,k_BT$. A numerical search for the saddle, given $\gamma$, $w$ and $g$ but not the angle or $f$, returns $60.00^\circ$ and a ratio of 0.15625.

The Boltzmann factor $e^{-W/k_BT}$ is larger for the cap by about 51 powers of ten. This is not the full ratio of nucleation rates, which also contains the numbers of available sites and the rates at which atoms attach. A modest-looking factor in the barrier has a very large effect because it stands in an exponent.

### Can the continuum picture be trusted?

The critical sphere holds about 75 atoms and the critical cap about 12. The cap is $0.356\ \mathrm{nm}$ high, while the cube root of the atomic volume is $0.271\ \mathrm{nm}$. A smooth cap little more than one atomic spacing high is a marginal description, so the 1.45 eV is an estimate. The fraction $5/32$ is a precise result of the model, not a measurement of its accuracy.

Three corrections can be sized for the same droplet.

**Line tension.** Let the contact line carry an energy $\tau$ per length. To first order, the barrier changes by $\tau$ times the line length at the old saddle, because the first derivatives of $G$ vanish there. For a rough magnitude of 10 pN, or $0.0624\ \mathrm{eV/nm}$, and a base radius of $0.616\ \mathrm{nm}$,

$$\Delta W\approx2\pi a\tau=2\pi(0.616)(0.0624)\ \mathrm{eV}=0.24\ \mathrm{eV}.$$

The full saddle gives 1.69 eV for positive $\tau$ and 1.21 eV for negative $\tau$. The free sphere has no contact line, so the ratio itself moves, to about 18 or 13 percent. The value of 10 pN may well be too small for a metal. The product of $\gamma$ and a length of 0.05 to 0.27 nm is 35 to 190 pN, and $\pm35$ pN already gives 2.31 or 0.63 eV, changes of about 60 percent.

**Curvature.** As a rough test, multiply all three surface energies by $1-2\delta/r$ and hold the angle at $60^\circ$. Holding the angle is an added assumption, because surface energies that vary with $r$ also shift the angle at the full saddle. With $\delta=0.05\ \mathrm{nm}$ the cap barrier falls to 0.86 eV; with $\delta=-0.05\ \mathrm{nm}$ it rises to 2.08 eV. These are changes of about 40 percent. With the angle held and all three energies scaled, the common factor $f$ survives, so the ratio stays at $5/32$ if the sphere receives the same correction. This is a property of the assumption. If only the curved surface is corrected and $w$ is kept, the energy gains the term $-4\pi\gamma\delta h$. The full saddle then gives 0.47 or 2.42 eV, and the ratio to the corrected sphere becomes about 9 or 18 percent.

**Surface energy.** Changing all surface energies together by $-5$ or $+5$ percent, at fixed $g$, gives 1.24 or 1.67 eV. The barrier varies as $\gamma^3$, while the ratio again stays fixed.

The zero of energy is also uncertain at this size. The formula assigns 0.59 eV to a cap of one atom and 1.31 eV to a sphere of one atom. Measuring each barrier from that value instead of from zero gives 0.85 and 7.95 eV, a ratio near 11 percent.

### Relation to a real growth process

Liquid gallium droplets can form when cyclic growth of a gallium compound receives too much metal. The surface energy, atomic volume and temperature used here are rough values for that regime. The supersaturation and contact angle are chosen, not measured for a particular surface. The vapour pressure of gallium at 773 K is below about $10^{-7}\ \mathrm{Pa}$, so $S=40$ is a weak supply. An unconsumed flux near one monolayer per second would give $\Delta\mu$ of roughly 0.6 eV or more, where the critical cap shrinks to about one atom (Variation 2). Real substrates have steps and defects, and hot gallium may exchange material with the substrate, so the assumption of a uniform, inert plane may fail. If the effect were a local angle of $55^\circ$ instead of $60^\circ$, the barrier would drop from 1.45 to 1.08 eV, a fall of about a quarter. Dissolution of the substrate would need a different model and is not sized here.

## Variation 1: other contact angles

**How does the ratio vary with angle, and how sensitive is it near $60^\circ$?**

Differentiate $f=(2-3c+c^3)/4$ and use $dc/d\theta=-\sin\theta$:

$$\frac{df}{d\theta}=\frac{-3+3c^2}{4}(-\sin\theta)=\frac34\sin^3\theta .$$

This is positive between $0$ and $180^\circ$, so poorer wetting raises the barrier throughout that range.

| Contact angle | $W_{\rm cap}/W_{\rm hom}$ |
|---:|---:|
| $30^\circ$ | 0.013 |
| $60^\circ$ | 0.156 |
| $90^\circ$ | 0.500 |
| $120^\circ$ | 0.844 |

The values at $60^\circ$ and $120^\circ$ add to one. Replacing $\theta$ by $180^\circ-\theta$ changes $c$ to $-c$, and

$$\frac{2-3c+c^3}{4}+\frac{2+3c-c^3}{4}=1 .$$

Geometrically, the two caps together make a complete sphere.

At $60^\circ$ the slope is $0.49$ per radian. A change of $5^\circ$, or $0.087$ radian, therefore shifts $f$ by about $0.043$. The full formula gives barriers of 1.08 eV at $55^\circ$ and 1.87 eV at $65^\circ$, with $\gamma$ and $g$ held fixed. The rise exceeds the fall because the slope itself grows with angle in this range.

As $\theta\to180^\circ$, $f\to1$ and the substrate gives no help. For small $\theta$ in radians, $1-c\approx\theta^2/2$ and $2+c\approx3$, so $f\approx3\theta^4/16$. The cap barrier tends to zero, but the cap also becomes thinner than an atom. For the droplet of part (b) this happens below about $52^\circ$, and at $30^\circ$ the critical cap holds only about one atom. The model then omits the edge energy of a one-layer island, so its zero does not prove that such an island forms without a barrier.

## Variation 2: stronger driving

**At what driving energy per atom does the critical $60^\circ$ cap contain one atom?**

Keep $\gamma$, the atomic volume $\Omega$ and the angle fixed. With $g=\Delta\mu/\Omega$, the critical radius is $r^*=2\gamma\Omega/\Delta\mu$, and the atom number is

$$n_{\rm cap}=\frac{f}{\Omega}\frac{4\pi}{3}
\left(\frac{2\gamma\Omega}{\Delta\mu}\right)^3
\propto\frac{1}{\Delta\mu^3}.$$

The reference droplet has 11.8 atoms at $0.2457\ \mathrm{eV}$. Setting the number to one gives

$$\Delta\mu_1=0.2457\,(11.8)^{1/3}\ \mathrm{eV}=0.56\ \mathrm{eV}.$$

The barrier formula still returns a number there. From the expressions for $r^*$ and $W_{\rm hom}$, the barrier is half the volume gain, $W=gV/2=n\Delta\mu/2$, so one atom would give $0.28\ \mathrm{eV}$. That number has no sound meaning, since a single atom has neither a smooth surface nor a contact angle.

This limits the use of the cap model in atomic layer deposition. The deposit there is usually a solid made by surface reactions that hardly reverse, whereas the model assumes a liquid-like island that exchanges atoms with a reservoir. If the driving energy is near or above $\Delta\mu_1$ for the material concerned, the first stable island must be found from atomic binding, diffusion and reaction energies.

Weaker driving makes the critical cap larger and the continuum picture better, but it also raises the barrier. At $0.12\ \mathrm{eV}$ per atom the cap in this example would hold about 100 atoms. Its barrier, $n\Delta\mu/2$, would be about $6\ \mathrm{eV}$, or roughly $90\,k_BT$ at 773 K, so such islands would practically never form. The spherical-cap result is therefore best read as a first estimate for liquid islands with a known contact angle, and the fraction $5/32$ applies only at $60^\circ$.

## Table of computed values

```
Surface energy input: 0.70 J/m2
Surface energy: 4.369 eV/nm2
Substrate energy difference (sv - sf): 2.185 eV/nm2
Atomic volume: 0.020 nm3
Temperature: 773 K
Thermal energy kT: 0.0666 eV
Supersaturation: 40 (ratio)
Driving energy per atom: 0.2457 eV
Driving energy per volume g: 12.29 eV/nm3
Critical radius, sphere: 0.711 nm
Critical radius, cap saddle: 0.711 nm
Contact angle at saddle: 60.00 deg
Angle of least energy, fixed volume: 60.00 deg
Homogeneous barrier: 9.257 eV
Homogeneous barrier over kT: 139.0 (ratio)
Cap barrier: 1.446 eV
Cap barrier over kT: 21.7 (ratio)
Barrier ratio, numerical: 0.15625 (ratio)
Barrier ratio, symbolic: 5/32 (ratio)
Barrier ratio in percent: 15.6 %
Barrier ratio at 30 deg: 0.0129 (ratio)
Barrier ratio at 60 deg: 0.1562 (ratio)
Barrier ratio at 90 deg: 0.5000 (ratio)
Barrier ratio at 120 deg: 0.8437 (ratio)
Atoms in critical sphere: 75.3 atoms
Atoms in critical cap: 11.8 atoms
log10 of Boltzmann factor ratio cap/sphere: 50.9
Cap height: 0.356 nm
Cap base radius: 0.616 nm
Atomic spacing (cube root of volume): 0.271 nm
Line tension magnitude: 10 pN
Line tension magnitude: 0.0624 eV/nm
First-order line energy: 0.242 eV
Cap barrier, positive line tension: 1.690 eV
Cap barrier, negative line tension: 1.207 eV
Curvature length magnitude: 0.05 nm
Cap barrier, positive curvature length: 0.859 eV
Cap barrier, negative curvature length: 2.077 eV
Cap barrier at 55 deg: 1.083 eV
Cap barrier at 65 deg: 1.869 eV
Cap barrier, surface energies -5 %: 1.240 eV
Cap barrier, surface energies +5 %: 1.674 eV
Driving energy for one-atom cap: 0.559 eV
```
